# How Transverse Momentum Changes Oxide Tunnelling at Fixed Normal Energy, part 1

(Sections cited here and not found follow in the second part.)

## 1. Decay constant and transmission

An electron in a flat-band electrode meets an oxide occupying $0<z<L$. It has wave vector $\mathbf k$ in the plane of the interface and a given energy of motion along the normal $z$. The question is how the transmission depends on $k=|\mathbf k|$ when the normal energy is held fixed.

The conventions are these. Energies are measured from the band edge of the emitter. The emitter has mass $m_e$ for in-plane motion and $m_n$ for normal motion. The oxide has an isotropic mass $m_{ox}$ and a band edge $U(z)$. All bands are parabolic, and the structure is uniform in the plane, so $\mathbf k$ is conserved. The normal and transverse energies of the incoming electron are

$$E_z=\frac{\hbar^2k_z^2}{2m_n},\qquad E_t=\frac{\hbar^2k^2}{2m_e}.$$

### (a) Find the decay constant in the oxide as a function of $E_z$ and $E_t$.

**Solution.** The effective-mass Hamiltonian with position-dependent masses is

$$H=-\frac{\hbar^2}{2}\frac{\partial}{\partial z}\frac{1}{m_z(z)}\frac{\partial}{\partial z}-\frac{\hbar^2}{2m_\parallel(z)}\nabla_\parallel^2+U(z).$$

Nothing in $H$ depends on the in-plane position $\mathbf r$, so its eigenfunctions can be taken as $\Psi=e^{i\mathbf k\cdot\mathbf r}\psi(z)$, with one and the same $\mathbf k$ in every layer. Since $\nabla_\parallel^2$ then gives $-k^2$,

$$-\frac{\hbar^2}{2}\frac{d}{dz}\left(\frac{1}{m_z}\frac{d\psi}{dz}\right)+\left[U+\frac{\hbar^2k^2}{2m_\parallel}\right]\psi=E\psi. \tag{1}$$

Integrating (1) over a vanishingly short interval across an interface leaves no contribution from the finite terms. Hence $\psi'/m_z$ is continuous there, and so is $\psi$.

In the emitter, $U=0$ and $\psi$ is a combination of $e^{\pm ik_zz}$. Equation (1) gives the total energy

$$E=E_z+E_t. \tag{2}$$

In the oxide both masses equal $m_{ox}$. Multiplying (1) by $-2m_{ox}/\hbar^2$ and moving the terms without derivatives to the right gives $\psi''=\kappa^2\psi$ with

$$\kappa^2=\frac{2m_{ox}}{\hbar^2}(U-E)+k^2. \tag{3}$$

Now express everything through the electrode energies. From the definition of $E_t$,

$$k^2=\frac{2m_e}{\hbar^2}E_t=\frac{2m_{ox}}{\hbar^2}\,\frac{m_e}{m_{ox}}E_t.$$

Inserting this and (2) into (3),

$$\kappa^2=\frac{2m_{ox}}{\hbar^2}\left[U-E_z-E_t+\frac{m_e}{m_{ox}}E_t\right],$$

which is

$$\boxed{\kappa^2=\frac{2m_{ox}}{\hbar^2}\left[U-E_z-\gamma E_t\right],\qquad \gamma=1-\frac{m_e}{m_{ox}}.} \tag{4}$$

The bracket is an energy balance. The electron brings the transverse energy $E_t$ from the electrode. In the oxide the same $k$ costs $\hbar^2k^2/2m_{ox}=(m_e/m_{ox})E_t$. If the oxide mass is the larger one, the cost is smaller than the energy brought, and the difference $\gamma E_t$ acts as a reduction of the barrier. If the oxide mass is smaller, the transverse motion costs more than the electron brings, and the barrier is effectively raised.

The electrode mass that enters $\gamma$ is the in-plane one. The normal mass $m_n$ has no influence on $\kappa$ at fixed $E_z$; it will enter through the matching at the interfaces.

### (b) It is also true that transverse momentum makes an evanescent wave decay faster. Reconcile this with (4).

**Solution.** The two statements hold different quantities fixed. At fixed total energy $E$, equation (3) gives

$$\left(\frac{\partial\kappa^2}{\partial k^2}\right)_{E}=+1.$$

Energy put into transverse motion is then missing from the normal motion, and $\kappa$ rises for any pair of masses.

At fixed $E_z$ the total energy grows with $k$, because $E=E_z+\hbar^2k^2/2m_e$. The chain rule applied to (3) adds a second term:

$$\left(\frac{\partial\kappa^2}{\partial k^2}\right)_{E_z}=1-\frac{2m_{ox}}{\hbar^2}\,\frac{\hbar^2}{2m_e}=1-\frac{m_{ox}}{m_e}. \tag{5}$$

This is negative for $m_{ox}>m_e$, zero for equal masses and positive for $m_{ox}<m_e$. Equal masses are the case in which the transverse motion separates completely: the same energy $E_t$ is stored in every layer, and the normal motion is independent of $k$.

Fixed $E_z$ is the natural comparison within one subband of an inversion layer. All electrons there share the normal state and differ in their transverse energy.

### (c) A smaller $\kappa$ suggests a larger transmission, but the reflections at the interfaces change too. As a first step towards a proof, show that the transfer matrix of the oxide has non-negative elements that do not decrease when $\kappa^2(z)$ is raised.

**Solution.** Assume $\kappa^2\ge0$ throughout the oxide. The argument can include a stack of layers, so let the oxide mass $m$ depend on position. Measure the distance from the exit face by $s=L-z$ and define

$$w=-\frac{1}{m}\frac{d\psi}{dz}.$$

Because $d/ds=-d/dz$, the definition gives $d\psi/ds=mw$. The same change of variable gives $dw/ds=(\psi'/m)'$, which by (1) and (3) equals $\kappa^2\psi/m$. Together,

$$\frac{d}{ds}\begin{pmatrix}\psi\\ w\end{pmatrix}=\begin{pmatrix}0&m\\ \kappa^2/m&0\end{pmatrix}\begin{pmatrix}\psi\\ w\end{pmatrix}. \tag{6}$$

Both $\psi$ and $w$ are continuous at interfaces, so (6) can be integrated through the whole stack. Let $P$ be the real matrix that takes $(\psi,w)$ from the exit, $s=0$, to the entrance, $s=L$. Repeated integration of (6) gives a series for each element. The first terms are

$$P_{11}=1+\int_0^L\!ds_1\,m(s_1)\int_0^{s_1}\!ds_2\,\frac{\kappa^2(s_2)}{m(s_2)}+\dots$$

$$P_{12}=\int_0^L\!ds_1\,m(s_1)+\dots,\qquad P_{21}=\int_0^L\!ds_1\,\frac{\kappa^2(s_1)}{m(s_1)}+\dots$$

$$P_{22}=1+\int_0^L\!ds_1\,\frac{\kappa^2(s_1)}{m(s_1)}\int_0^{s_1}\!ds_2\,m(s_2)+\dots$$

The series converges because the matrix in (6) is bounded and the $n$-fold ordered integral carries a factor $L^n/n!$. Every integrand is a product of masses and values of $\kappa^2/m$, all non-negative. Raising $\kappa^2$ at any point therefore cannot lower any term. If $\kappa^2$ is raised everywhere, the first term of $P_{21}$ rises strictly.

The determinant is also needed. For two solutions of (6),

$$\frac{d}{ds}(\psi_1w_2-\psi_2w_1)=mw_1w_2+\frac{\kappa^2}{m}\psi_1\psi_2-mw_2w_1-\frac{\kappa^2}{m}\psi_2\psi_1=0.$$

Starting the two solutions from $(1,0)$ and $(0,1)$, this combination equals 1 at the exit and $\det P$ at the entrance. Hence $\det P=1$.

### (d) Express the transmission through $P$ and decide how it depends on $k$. State what must be assumed about the collector.

**Solution.** Let the wave numbers along $z$ be $k_L$ in the emitter and $k_R$ in the collector, and let $p_L$ and $p_R$ be these wave numbers divided by the respective normal masses. Take

$$\psi=Ae^{ik_Lz}+Be^{-ik_Lz}\ (z<0),\qquad \psi=e^{ik_R(z-L)}\ (z>L).$$

At the exit $\psi=1$ and $w=-ip_R$. Multiplication by $P$ gives the values at the entrance,

$$\psi_0=P_{11}-ip_RP_{12},\qquad w_0=P_{21}-ip_RP_{22}.$$

On the emitter side $\psi_0=A+B$ and $w_0=-ip_L(A-B)$, so $A-B=iw_0/p_L$. Adding the two relations,

$$A=\frac12\left(\psi_0+\frac{iw_0}{p_L}\right)=\frac12\left[P_{11}+\frac{p_R}{p_L}P_{22}+i\left(\frac{P_{21}}{p_L}-p_RP_{12}\right)\right].$$

The particle flux of a plane wave of amplitude $C$ is $\hbar p|C|^2$. The transmission is the ratio of transmitted to incident flux, $T=p_R/(p_L|A|^2)$, so

$$\frac1T=\frac{p_L}{4p_R}\left[\left(P_{11}+\frac{p_R}{p_L}P_{22}\right)^2+\left(\frac{P_{21}}{p_L}-p_RP_{12}\right)^2\right].$$

When the squares are expanded, the two cross terms combine to

$$\frac{2p_R}{p_L}(P_{11}P_{22}-P_{12}P_{21})=\frac{2p_R}{p_L}.$$

The result is

$$\frac1T=\frac14\left[2+\frac{p_L}{p_R}P_{11}^2+\frac{p_R}{p_L}P_{22}^2+\frac{P_{21}^2}{p_Lp_R}+p_Lp_RP_{12}^2\right]. \tag{7}$$

The negative cross term has disappeared, and what remains is a sum of squares of non-negative elements.

The factor $p_L$ is fixed by $E_z$. For $p_R$, let the collector have band edge $U_R$ and in-plane mass $m_c$. Its normal energy is

$$E-U_R-\frac{\hbar^2k^2}{2m_c}=E_z-U_R+\left(1-\frac{m_e}{m_c}\right)E_t.$$

This is independent of $k$ when $m_c=m_e$. With that assumption, $k$ enters (7) through $\kappa^2$ alone. The conclusions follow from (4) and part (c):

- If $m_{ox}>m_e$, raising $k$ lowers $\kappa^2$ everywhere, so $T$ rises strictly, as long as $\kappa^2\ge0$ throughout.
- If $m_{ox}=m_e$, $T$ does not depend on $k$.
- If $m_{ox}<m_e$, raising $k$ raises $\kappa^2$ everywhere, and $T$ falls strictly.

The proof uses no semiclassical approximation and no particular barrier shape. It covers a stack if all its layers have masses on the same side of $m_e$.

This was tested by direct integration of the wave equation for sixteen random three-layer barriers with band edges between 1 and 3 eV, $m_e=0.19\,m_0$ and $E_t=0$, 0.2 and 0.4 eV, where $m_0$ is the free-electron mass. Transmission rose in the eight barriers with layer masses between 0.25 and $0.9\,m_0$. It fell in the eight with masses between 0.05 and $0.17\,m_0$.

### (e) Work out a rectangular barrier between identical electrodes. Use it to show what happens when $\kappa^2$ becomes negative.

**Solution.** For constant $\kappa$ and thickness $d$, the solutions of (6) are hyperbolic functions:

$$P_{11}=P_{22}=\cosh\kappa d,\qquad P_{12}=\frac{m_{ox}}{\kappa}\sinh\kappa d,\qquad P_{21}=\frac{\kappa}{m_{ox}}\sinh\kappa d.$$

Set $p_L=p_R=p$ and define $q=m_{ox}p=k_zm_{ox}/m_n$. Equation (7) becomes

$$\frac1T=\frac14\left[2+2\cosh^2\kappa d+\left(\frac{\kappa^2}{q^2}+\frac{q^2}{\kappa^2}\right)\sinh^2\kappa d\right].$$

With $\cosh^2=1+\sinh^2$ the first two terms are $4+2\sinh^2\kappa d$. The $2$ completes the square:

$$\frac1T=1+\frac14\left(\frac{\kappa}{q}+\frac{q}{\kappa}\right)^2\sinh^2\kappa d. \tag{8}$$

The monotonic behaviour can be seen directly, since

$$\left(\frac{\kappa}{q}+\frac{q}{\kappa}\right)\sinh\kappa d=\frac{\kappa^2+q^2}{q}\,\frac{\sinh\kappa d}{\kappa},$$

and both factors on the right increase with $\kappa$.

For a thick barrier, $\sinh^2\kappa d\approx e^{2\kappa d}/4$, and (8) gives

$$T\approx\frac{16q^2\kappa^2}{(q^2+\kappa^2)^2}\,e^{-2\kappa d}.$$

The prefactor has its maximum at $\kappa=q$. When $\kappa<q$, a falling $\kappa$ lowers the prefactor while raising the exponential. Where the thick-barrier form holds, $\kappa d\gg1$, the exponential wins. The exact formula (8) shows that $T$ rises as $\kappa$ falls for any thickness.

For $m_{ox}>m_e$ and large enough $E_t$, $\gamma E_t$ exceeds $U-E_z$ and the oxide wave propagates. Put $\kappa=iK$. Then $\sinh^2\kappa d=-\sin^2Kd$, and the squared bracket in (8) becomes $-(K/q-q/K)^2$. The two minus signs cancel:

$$\frac1T=1+\frac14\left(\frac Kq-\frac qK\right)^2\sin^2Kd.$$

Take a barrier of height 0.4 eV and thickness 1.5 nm with $m_{ox}=0.5\,m_0$, $m_n=0.916\,m_0$ and $E_z=0.2$ eV. At $Kd=\pi$ the transmission is 1. At the larger transverse energy for which $Kd=1.5\pi$ it is 0.443. The formula also gives $T=1$ at $K=q$, where the reflection at each face vanishes; here this happens earlier, at $Kd=1.80$. Beyond that point $T$ no longer rises steadily with $k$, so the condition $\kappa^2\ge0$ cannot simply be dropped. With $m_e=0.19\,m_0$ the points $K=q$, $Kd=\pi$ and $Kd=1.5\pi$ lie at $E_t=0.50$, 0.86 and 1.54 eV. These energies are too high for parabolic silicon bands, so the example shows the limit of the theorem and does not describe a device.

## 2. Size of the effect and its limits in gate oxides

From the first half, the transverse energy is $E_t=\hbar^2k^2/2m_e$, with $m_e$ the in-plane electrode mass. At fixed normal energy $E_z$,

$$\kappa^2=\frac{2m_{ox}}{\hbar^2}(U-E_z-\gamma E_t),\qquad\gamma=1-\frac{m_e}{m_{ox}}.$$

With equal in-plane masses in emitter and collector, and $\kappa^2\ge0$ throughout, $T$ rises with $k$ if $m_{ox}>m_e$. The exact transmission is given by (7) in terms of the transfer matrix $P$. The symbols $p_L,p_R$ are the electrode wave numbers along $z$ divided by the normal mass $m_n$.

### (f) Find the logarithmic slope of $T$ with respect to $E_t$ for a thick barrier in a uniform field, including the prefactor.

**Solution.** When $\kappa$ varies slowly on the scale $1/\kappa$, the leading semiclassical solution of (6) within one layer is

$$\psi=\kappa^{-1/2}(\alpha e^{\sigma}+\beta' e^{-\sigma}),\qquad m_{ox}w=\kappa^{1/2}(\alpha e^{\sigma}-\beta' e^{-\sigma}),$$

with $\sigma(s)=\int_0^s\kappa\,ds'$. Define $S=2\int_0^L\kappa\,dz$, so that $\sigma(L)=S/2$. Let $\kappa_L,\kappa_R$ be the values at the entrance and exit faces. Starting from $(\psi,w)=(1,0)$ at the exit gives $\alpha=\kappa_R^{1/2}/2$. Starting from $(0,1)$ gives $\alpha=m_{ox}/(2\kappa_R^{1/2})$. Keeping only the growing exponential at the entrance,

$$P_{11}\approx\frac{e^{S/2}}2\sqrt{\frac{\kappa_R}{\kappa_L}},\quad P_{22}\approx\frac{e^{S/2}}2\sqrt{\frac{\kappa_L}{\kappa_R}},$$

$$P_{12}\approx\frac{e^{S/2}}2\frac{m_{ox}}{\sqrt{\kappa_L\kappa_R}},\quad P_{21}\approx\frac{e^{S/2}}2\frac{\sqrt{\kappa_L\kappa_R}}{m_{ox}}.$$

Insert these in (7), drop the constant 2 against $e^S$, and write $q_{L,R}=m_{ox}p_{L,R}$. The four terms are those of a product:

$$\frac1T\approx\frac{e^S}{16}\left(\frac{\kappa_L}{q_L}+\frac{q_L}{\kappa_L}\right)\left(\frac{\kappa_R}{q_R}+\frac{q_R}{\kappa_R}\right).$$

Inverting it,

$$T\approx\frac{4q_L\kappa_L}{q_L^2+\kappa_L^2}\,\frac{4q_R\kappa_R}{q_R^2+\kappa_R^2}\,e^{-S}. \tag{9}$$

The exponent responds to $E_t$ through $\kappa$. From (4), $2\kappa\,\partial\kappa/\partial E_t=-2m_{ox}\gamma/\hbar^2$. Therefore

$$\frac{dS}{dE_t}=-\gamma\beta,\qquad \beta=\frac{2m_{ox}}{\hbar^2}\int_0^L\frac{dz}{\kappa}. \tag{10}$$

The quantity $\beta$ is the sensitivity of $S$ to a uniform rise of the barrier. Thick oxides and small $\kappa$ make it large.

In a uniform field let $W=U-E_z-\gamma E_t$ fall linearly from $a$ at the entrance to $b$ at the exit, with slope $F$ in energy per length. Then $dz=-dW/F$ and $\kappa=\sqrt{2m_{ox}W}/\hbar$, so

$$\beta=\frac{\sqrt{2m_{ox}}}{\hbar F}\int_b^a\frac{dW}{\sqrt W}=\frac{2\sqrt{2m_{ox}}}{\hbar F}\left(\sqrt a-\sqrt b\right), \tag{11}$$

$$S=\frac{2\sqrt{2m_{ox}}}{\hbar F}\int_b^a\sqrt W\,dW=\frac{4\sqrt{2m_{ox}}}{3\hbar F}\left(a^{3/2}-b^{3/2}\right). \tag{12}$$

As $F\to0$, $\sqrt a-\sqrt b\to FL/(2\sqrt a)$, and (11) becomes $2m_{ox}L/(\hbar^2\kappa)$, in agreement with (10) for constant $\kappa$.

Each interface factor in (9) contributes

$$\frac{d}{dE_t}\ln\frac{\kappa}{q^2+\kappa^2}=\left(1-\frac{2\kappa^2}{q^2+\kappa^2}\right)\frac{d\ln\kappa}{dE_t}=\frac{\gamma}{2W}\,\frac{\kappa^2-q^2}{\kappa^2+q^2}, \tag{13}$$

because $\kappa^2\propto W$ gives $d\ln\kappa/dE_t=-\gamma/2W$. For $\gamma>0$ this adds to the rise if $\kappa>q$.

We now have the sign of the dependence of $T$ on $k$ at fixed $E_z$, under the stated conditions, and for a thick barrier in a uniform field the slope of $\ln T$ with $E_t$, including the prefactor. What remains is to find the size of the effect in silicon gate oxides and to examine layered stacks, non-parabolic oxide bands and the other limits of the model.
